\section*{LEED patterns from overlayer matrices, and spots removed by a glide line}

\section*{Question}

I am working through an exercise on low-energy electron diffraction (LEED) and I am stuck in two places. The overlayers are c($2\times2$) and p($2\times1$) on a square net, the latter in two domains turned by $90^\circ$, and $(\sqrt3\times\sqrt3)$R$30^\circ$ on a hexagonal net. Both nets have constant $a=5$ bohr, and the electrons have energy $E=3$ hartree (about 82 eV).

I can write each overlayer as a matrix $M$ acting on the substrate vectors. When I apply the same $M$ to the reciprocal vectors, though, the spots move apart, while a larger cell should bring them closer together. I also do not see how two p($2\times1$) domains can be told from one p($2\times2$) layer.

The last part has a p($2\times1$) layer with two equal atoms per cell in a zigzag. The spot $(\tfrac12,0)$ is missing at normal incidence, although the cell really is doubled. The exercise says ``glide line'' and asks whether the spot stays missing when the beam is tilted. My structure factor does not depend on the tilt, so I would say yes. Is that right?

\section*{Answer}

Your structure factor describes single scattering, and slow electrons scatter several times. The answer therefore depends on the direction of the tilt. The spot positions come first, because they need only the periodicity.

\subsection*{From $M$ to the reciprocal net}

Write the substrate vectors $\mathbf a_1,\mathbf a_2$ as the rows of a matrix $A$, and the overlayer vectors as the rows of $A_s=MA$. The reciprocal vectors $\mathbf a_1^*,\mathbf a_2^*$ are the rows of $B$, defined by $\mathbf a_i^*\cdot\mathbf a_j=2\pi\delta_{ij}$, or $BA^T=2\pi I$. The overlayer reciprocal vectors, the rows of $B_s$, must satisfy the same condition with $A_s$. Put $B_s=XB$ with $X$ unknown:
\begin{equation}
2\pi I=B_sA_s^T=XBA^TM^T=2\pi XM^T
\quad\Longrightarrow\quad
B_s=(M^{-1})^TB .
\end{equation}
So the matrix you need is the inverse transpose. For a $2\times2$ matrix,
\begin{equation}
M=\begin{pmatrix}p&q\\r&s\end{pmatrix},\qquad
(M^{-1})^T=\frac{1}{ps-qr}\begin{pmatrix}s&-r\\-q&p\end{pmatrix}.
\end{equation}

There is also a quick test for a single spot. Let $\mathbf G=m\mathbf a_1^*+n\mathbf a_2^*$. A surface with the periods $\mathbf a_{s,i}$ changes the parallel momentum only by vectors for which every $\mathbf G\cdot\mathbf a_{s,i}$ is a multiple of $2\pi$. Since
\begin{equation}
\mathbf G\cdot\mathbf a_{s,i}
=\sum_jM_{ij}\,\mathbf G\cdot\mathbf a_j
=2\pi\left[M\begin{pmatrix}m\\n\end{pmatrix}\right]_i ,
\end{equation}
the spot $(m,n)$ is allowed when both entries of $M(m,n)^T$ are integers. For integer $M$ all substrate spots pass. The reciprocal cell shrinks in area by the factor $|\det M|$, so there are $|\det M|$ spots per substrate reciprocal cell.

\subsection*{The three overlayers}

\paragraph{c($2\times2$).} The primitive vectors are $\mathbf a_1+\mathbf a_2$ and $-\mathbf a_1+\mathbf a_2$, so
\begin{equation}
M=\begin{pmatrix}1&1\\-1&1\end{pmatrix},\qquad
(M^{-1})^T=\frac12\begin{pmatrix}1&1\\-1&1\end{pmatrix}.
\end{equation}
The test requires $m+n=u$ and $n-m=v$ with integer $u,v$. Hence $m=(u-v)/2$ and $n=(u+v)/2$, which are both integers or both half-integers. The one extra spot per cell is $(\tfrac12,\tfrac12)$. Turning the layer by $90^\circ$ gives the same net.

The centred $2\times2$ cell gives the same result. Its candidate spots are $(h/2,j/2)$, and atoms at $0$ and $\mathbf a_1+\mathbf a_2$ give the factor $1+e^{-i\pi(h+j)}=1+(-1)^{h+j}$. This removes $(\tfrac12,0)$ and $(0,\tfrac12)$. These zeros only correct for a cell chosen larger than the primitive one. The true periodicity forbids such beams at any angle of incidence.

\paragraph{p($2\times1$) in two domains.} The matrices are
\begin{equation}
M_A=\begin{pmatrix}2&0\\0&1\end{pmatrix},\qquad
M_B=\begin{pmatrix}1&0\\0&2\end{pmatrix}.
\end{equation}
Domain $A$ requires integer $2m$ and $n$, which adds $(\tfrac12,0)$. Domain $B$ requires integer $m$ and $2n$, which adds $(0,\tfrac12)$. If the domains are wider than the coherence length of the beam, their intensities add, and the screen shows both sets.

Neither domain allows $(\tfrac12,\tfrac12)$, but p($2\times2$) does. That spot answers your question. Look for it at several energies, since an allowed spot can be weak at one of them.

\paragraph{$(\sqrt3\times\sqrt3)$R$30^\circ$.} Take $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(-\tfrac12,\tfrac{\sqrt3}2)$, which enclose $120^\circ$. The vector $2\mathbf a_1+\mathbf a_2=a(\tfrac32,\tfrac{\sqrt3}2)$ has length $\sqrt3\,a$ and lies at $30^\circ$. The vector $-\mathbf a_1+\mathbf a_2=a(-\tfrac32,\tfrac{\sqrt3}2)$ has the same length and lies at $150^\circ$. Thus
\begin{equation}
M=\begin{pmatrix}2&1\\-1&1\end{pmatrix},\qquad
(M^{-1})^T=\frac13\begin{pmatrix}1&1\\-1&2\end{pmatrix}.
\end{equation}
The test requires integer $n-m=v$ and integer $2m+n=3m+v$. So $3m$ is an integer, and $n$ differs from $m$ by an integer. The extra spots per cell are $(\tfrac13,\tfrac13)$ and $(\tfrac23,\tfrac23)$.

The labels depend on the $120^\circ$ choice. With $\mathbf a_2'=\mathbf a_1+\mathbf a_2$, at $60^\circ$ to $\mathbf a_1$, the second index becomes $\mathbf G\cdot\mathbf a_2'/2\pi=m+n$, and the first extra spot is called $(\tfrac13,\tfrac23)$. The spot itself has not moved. A layer turned by $-30^\circ$ has the same net as one turned by $+30^\circ$, because the two differ by $60^\circ$, a symmetry of a hexagonal net.

\subsection*{Which spots reach the screen}

At normal incidence a beam leaves with parallel momentum $\mathbf G$ and total wave number $k=\sqrt{2E}=2.449$ bohr$^{-1}$, so
\begin{equation}
\sin\theta=\frac{|\mathbf G|}{k},\qquad |\mathbf G|<k .
\end{equation}
On the square net $|\mathbf a_1^*|=2\pi/a=1.257$ bohr$^{-1}$. The spot $(\tfrac12,0)$ has $\sin\theta=0.628/2.449$, or $\theta=14.9^\circ$. The spot $(\tfrac12,\tfrac12)$ has $\sin\theta=0.889/2.449$, or $21.3^\circ$, and $(1,0)$ lies at $30.9^\circ$. On the hexagonal net $(\tfrac13,\tfrac13)$ has $\sin\theta=0.838/2.449$, or $20.0^\circ$.

To count spots on the square net, use $m^2+n^2<(2.449/1.257)^2\approx3.80$. The substrate gives 9 beams: the specular one, four of type $(1,0)$ and four of type $(1,1)$.
\begin{itemize}
\item c($2\times2$) adds four of type $(\tfrac12,\tfrac12)$ and eight of type $(\tfrac32,\tfrac12)$, making 21.
\item Domain $A$ of p($2\times1$) adds $(\pm\tfrac12,0)$, $(\pm\tfrac12,\pm1)$, $(\pm\tfrac32,0)$ and $(\pm\tfrac32,\pm1)$, which are 12 beams. Domain $B$ adds 12 more, making 33.
\end{itemize}
The same count on the hexagonal net gives 31 beams for the $\sqrt3$ layer. These are allowed positions; a beam may still have zero intensity.

\subsection*{The zigzag layer in single scattering}

Let $x$ run along the doubled direction. The cell is $2a$ by $a$, with equal atoms at equal height at $(0,d)$ and $(a,-d)$. In overlayer indices $\mathbf G=(\pi h/a,\,2\pi j/a)$, so your spot $(\tfrac12,0)$ is $(h,j)=(1,0)$. The structure factor is
\begin{align}
F_{hj}&=e^{-2\pi ijd/a}+e^{-i\pi h}e^{+2\pi ijd/a}\nonumber\\
&=\begin{cases}
\phantom{-}2\cos(2\pi jd/a), & h\ \text{even},\\
-2i\sin(2\pi jd/a), & h\ \text{odd}.
\end{cases}
\end{align}
For $j=0$ and odd $h$ it vanishes. The reason is geometric: a beam with $j=0$ senses only the $x$ coordinates, and these repeat after $a$, not $2a$.

Off the axis the doubling is visible. With $d=0.5$ bohr the angle is $2\pi d/a=36^\circ$, and $|F|^2=4\sin^2 36^\circ=1.38$ at $(\tfrac12,1)$, against $4$ at $(1,0)$.

In the two-domain pattern, $A$ loses $(\pm\tfrac12,0)$ and $(\pm\tfrac32,0)$, and $B$ loses the four corresponding spots on the $y$ axis. Neither domain can fill the other's gaps, because those positions are not on its net. Of the 33 beams, 25 remain.

\subsection*{What the glide line guarantees}

Multiple scattering involves the substrate too, so the whole surface must have the symmetry. Suppose $y=0$ is a mirror line of the substrate. The substrate also has period $a$ along $x$, so the operation
\begin{equation}
(S\psi)(x,y,z)=\psi(x+a,-y,z)
\end{equation}
leaves it unchanged. It also exchanges the two zigzag atoms, up to a lattice vector. Hence $S$ commutes with the Hamiltonian. I assume elastic scattering, a perfect lattice and no spin--orbit coupling, so that $\psi$ is a scalar.

Let the incident wave have parallel momentum $(K,0)$, along the glide line. Then $S\psi_{\rm in}=e^{iKa}\psi_{\rm in}$, and $e^{-iKa}S\psi$ is a solution with the same incoming wave as $\psi$. The difference of the two solutions has no incoming wave. By flux conservation it has no outgoing beams either, so both have the same beam amplitudes.

Write the outgoing part above the surface as
\begin{equation}
\sum_{h,j}A_{hj}\,e^{i(K+\pi h/a)x}\,e^{2\pi ijy/a}\,e^{ik_{hj}z}.
\end{equation}
Under $S$ the $x$ factor gains $e^{iKa}(-1)^h$, and $y\to-y$ turns $j$ into $-j$. The perpendicular wave numbers satisfy $k_{h,-j}=k_{hj}$, because the incident wave has no $y$ momentum. Comparing coefficients gives
\begin{equation}
A_{hj}=(-1)^hA_{h,-j}
\quad\Longrightarrow\quad
A_{h0}=-A_{h0}=0\quad(h\ \text{odd}).
\end{equation}
No expansion in the number of scattering events was made, so this holds with all multiple scattering included. It covers normal incidence ($K=0$) and any tilt along the glide line. It also makes the spots $(h,j)$ and $(h,-j)$ equally bright.

\subsection*{Tilting across the glide line}

If the incident wave has a $y$ momentum $K_y$, then $S$ reverses it. The transformed solution belongs to a different experiment, and the proof gives no constraint. A model shows how the spot appears. Put all atoms in a sheet with potential $V(x,y)\delta(z)$ and let the wave arrive along $+z$. With $\mathbf K$ the incident parallel momentum and $\boldsymbol\rho=(x,y)$,
\begin{equation}
\psi=\sum_{\mathbf G}e^{i(\mathbf K+\mathbf G)\cdot\boldsymbol\rho}
\left[\delta_{\mathbf G0}e^{ik_0z}+r_{\mathbf G}e^{ik_{\mathbf G}|z|}\right],
\qquad k_{\mathbf G}=\sqrt{2E-|\mathbf K+\mathbf G|^2}.
\end{equation}
The derivative of component $\mathbf G$ jumps by $2ik_{\mathbf G}r_{\mathbf G}$ at $z=0$. Integrating $-\tfrac12\nabla^2\psi+V\delta(z)\psi=E\psi$ across the sheet equates half this jump to the potential term:
\begin{equation}
ik_{\mathbf G}r_{\mathbf G}=\sum_{\mathbf G'}V_{\mathbf G-\mathbf G'}
\left(\delta_{\mathbf G'0}+r_{\mathbf G'}\right).
\label{sheet}
\end{equation}
To first order $r_{\mathbf G}=V_{\mathbf G}/(ik_{\mathbf G})$. The glide gives $V_{h,-j}=(-1)^hV_{hj}$, so $V_{10}=0$, and single scattering gives no $(\tfrac12,0)$ spot at any tilt. This is your result. Inserting the first order on the right gives the second:
\begin{equation}
r^{(2)}_{10}=-\frac1{k_{10}}\sum_{h',j'}
\frac{V_{1-h',-j'}\,V_{h'j'}}{k_{h'j'}} .
\end{equation}
Terms with $j'=0$ vanish, since one of $h'$ and $1-h'$ is odd. Changing $j'$ to $-j'$ multiplies the numerator by $(-1)^{1-h'}(-1)^{h'}=-1$. The terms therefore pair up:
\begin{equation}
r^{(2)}_{10}=-\frac1{k_{10}}\sum_{h'}\sum_{j'>0}
V_{1-h',-j'}V_{h'j'}
\left(\frac1{k_{h'j'}}-\frac1{k_{h',-j'}}\right).
\end{equation}
For $K_y=0$ the bracket is zero: the two detours cancel. For $K_y\neq0$ the intermediate waves have different perpendicular wave numbers, and the cancellation generally fails. One exception is $K_x=-\pi/2a$. There $k_{h'j'}$ is unchanged by $h'\to1-h'$ while the numerator changes sign, so the sum vanishes for any $K_y$. This zero also holds to all orders. The glide multiplies the amplitude by $-1$ and reverses $K_y$, and reciprocity (the amplitude for $\mathbf K\to\mathbf K'$ equals that for $-\mathbf K'\to-\mathbf K$ when $|\mathbf K|=|\mathbf K'|$) maps the result back onto the original beam.

For numbers, I gave each substrate atom, at $(0,0)$ and $(a,0)$, and each adatom a repulsive Gaussian $\propto e^{-\rho^2/2\sigma^2}$ with $\sigma=0.8$ bohr and integrated strength 8 hartree\,bohr$^3$, keeping $d=0.5$ bohr. I solved the linear equations \eqref{sheet} numerically with $|h|\le14$ and $|j|\le7$. The tilted beams have $\mathbf K=(k\sin20^\circ,0)$ along the glide line and $\mathbf K=(0,k\sin20^\circ)$ across it. The sign matters: the first tilt makes $(1,0)$ and $(-1,0)$ inequivalent, and the second does the same for $(\tfrac12,1)$ and $(\tfrac12,-1)$. The table gives the reflected fraction of the incident flux, $(k_{\mathbf G}/k_0)|r_{\mathbf G}|^2$, in units of $10^{-4}$.

\begin{center}
\begin{tabular}{lccc}
Incidence & $(\tfrac12,0)$ & $(\tfrac12,1)$ & $(1,0)$\\
\hline
normal & 0 & 8.3 & 130\\
$20^\circ$ along glide & 0 & 11 & 77\\
$20^\circ$ across glide & 0.49 & 13 & 97\\
normal, glide broken & 1.2 & 6.4 & 122
\end{tabular}
\end{center}

The zeros are zero to rounding error. Across the glide line the forbidden spot appears with about 4\% of the intensity of $(\tfrac12,1)$. This ratio depends strongly on the conditions: it is 0.7\% at a tilt of $10^\circ$, and 0.4\% at $20^\circ$ with $E=3.5$ hartree. In the last row the second adatom was moved by 0.5 bohr along $x$. The $x$ coordinates then no longer repeat after $a$, and the spot appears even at normal incidence. The model has one layer and schematic atoms, so these sizes are not predictions for a real surface.

\subsection*{Reading the experiment}

So, for a perfect surface without spin--orbit coupling, the spot must stay missing when you tilt along the glide line, and it may appear when you tilt across it. Inelastic losses described by an absorbing potential with the same symmetry leave the argument intact, since absorption only removes flux. Spin--orbit coupling is not covered by the proof and can give the spot a small intensity. With two domains, a tilt along $x$ runs along the glide line of $A$ but across that of $B$. The half-order spots on the $x$ axis, such as $(\pm\tfrac12,0)$ and $(\pm\tfrac32,0)$, stay dark, while those on the $y$ axis, such as $(0,\pm\tfrac12)$, may light up; a tilt along $y$ exchanges the roles.

Vary the energy as well. A symmetry absence persists at every energy, whereas an accidental zero need not. Equal $x$ projections of the adatoms alone are not enough: if the substrate has no mirror line at $y=0$, the proof fails, and multiple scattering may produce the spot even at normal incidence.

Numbers in the example were calculated in double precision.
